\section*{Transition matrix elements between atomic states with nonorthogonal orbital sets, part 1}

(Sections cited here and not found follow in the second part.)

\section{The decision}

A transition rate is needed between two states of an atom, for instance a core-hole state and the valence-hole state it decays to. When the CI expansions are short, each state gains from orbitals optimised for it alone, and the two orbital sets are then not orthogonal to each other. Three ways to evaluate the matrix element are compared here. One can apply the Slater--Condon rules as if the sets were identical, which is cheap and drops overlap factors. One can sum L\"owdin's cofactor formula over every pair of determinants, which is exact and costs determinant evaluations for each pair. Or one can change both orbital sets to a biorthonormal pair, rewrite both CI vectors so that the states stay the same, and then use the Slater--Condon rules exactly; this is the method of Malmqvist and Olsen. The choice hangs on how large the dropped factors are and on whether the conditions of the third method hold.

Orbitals are real and the algebra is in atomic units. The sets $\phi^L$ and $\phi^R$ are each orthonormal, $S_{pq}=\langle\phi^L_p|\phi^R_q\rangle$, and $o_{pq}=\langle\phi^L_p|o|\phi^R_q\rangle$ for a spin-free one-electron operator $\hat O=\sum_i o(i)$. A determinant $\Phi_I$ is an ordered string of creation operators, $\alpha$ before $\beta$, in increasing orbital index. The program and its output are printed after this text, and every test named below is an assertion in it.

\section{One determinant on each side}

Let $\Phi^L=\sqrt{N!}\,\mathcal A\,\chi_1\cdots\chi_N$ and $\Phi^R=\sqrt{N!}\,\mathcal A\,\chi'_1\cdots\chi'_N$, with the projector $\mathcal A=\frac1{N!}\sum_\pi(-1)^\pi\hat\pi$. The operator $\prod_i w(i)$ is symmetric in the electrons, so it commutes with $\mathcal A$, and $\mathcal A^\dagger\mathcal A=\mathcal A$ gives
\begin{equation}
\langle\Phi^L|\prod_i w(i)|\Phi^R\rangle=\sum_\pi(-1)^\pi\prod_i\langle\chi_i|w|\chi'_{\pi(i)}\rangle=\det w .
\label{gen}
\end{equation}
Take $w=1+\lambda o$. Order $\lambda^0$ gives the overlap $\det S$. At order $\lambda$ the left side is $\langle\hat O\rangle$. A determinant is linear in each column, so the right side is the sum over $q$ of $\det S$ with column $q$ replaced by column $q$ of $o$. Expanding along that column,
\begin{equation}
\langle\Phi^L|\hat O|\Phi^R\rangle=\sum_{pq}o_{pq}\,\mathrm{cof}_{pq}(S).
\label{cof}
\end{equation}
With $w=1+\lambda u+\mu v$ the coefficient of $\lambda\mu$ is $\langle\sum_{i\ne j}u(i)v(j)\rangle$ on the left, and on the right two different columns are replaced, one from $u$ and one from $v$. In a finite one-electron space any two-electron operator is a sum of such products, so its matrix element is a sum of integrals $\langle pr|g|qs\rangle$ times second cofactors of $S$. For spin-free operators the matrices are block diagonal in spin and the determinant is a product of an $\alpha$ and a $\beta$ factor.

A small case with both kinds of lost factor is $1s^22s_\alpha\to1s'^22p'_{z\alpha}$ with $o=z$. The $\beta$ block gives $S_{11}=\langle1s|1s'\rangle$. In the $\alpha$ block the $2p'$ column of $S$ is zero by parity, so only its replacement survives:
\begin{equation}
D=S_{11}\begin{vmatrix}S_{11}&\langle1s|z|2p'\rangle\\ S_{21}&\langle2s|z|2p'\rangle\end{vmatrix}
=S_{11}^2\,\Big\langle 2s-\tfrac{S_{21}}{S_{11}}1s\Big|z\Big|2p'\Big\rangle ,
\label{li}
\end{equation}
with $S_{21}=\langle2s|1s'\rangle$. In the limit $1s'=1s$ this is $\langle2s|z|2p'\rangle$, the Slater--Condon value. Away from the limit there is a spectator factor $S_{11}^2$ and a rearrangement term, in which $1s$ jumps to $2p'$ while $2s$ fills $1s'$. The second form shows the general method in miniature: the modified orbital $2s-(S_{21}/S_{11})1s$ has overlap $S_{21}-S_{21}=0$ with $1s'$, and the factor $S_{11}^2$ can be carried by the CI coefficient.

\section{What biorthonormality buys}

Equations (\ref{gen}) and (\ref{cof}) never used orthonormality within a set. A matrix element between determinants is therefore a polynomial in the numbers $S_{pq}$, $o_{pq}$ and $\langle pr|g|qs\rangle$ alone. Suppose new orbitals obey $\langle\tilde\phi^L_p|\tilde\phi^R_q\rangle=\delta_{pq}$. The polynomial is then the one that holds for a single orthonormal set, evaluated with the new integrals. For a single orthonormal set the operators are $\sum o_{pq}E_{pq}$ with $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, and $\frac12\sum\langle pr|g|qs\rangle\sum_{\sigma\tau}a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}$. Moving $a_{q\sigma}$ to the right in $E_{pq}E_{rs}$, first past $a^\dagger_{r\tau}$ (a term $\delta_{qr}\delta_{\sigma\tau}$ and a minus sign) and then past $a_{s\tau}$ (a second minus sign), gives $E_{pq}E_{rs}=\delta_{qr}E_{ps}+\sum a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}$. Hence, if $\tilde c^{L}$ and $\tilde c^R$ are the CI vectors on the new orbitals,
\begin{align}
\langle\Psi^L|\hat O|\Psi^R\rangle&=\sum_{pq}\tilde o_{pq}\;\tilde c^{L\,T}E_{pq}\tilde c^R,\label{one}\\
\langle\Psi^L|\hat G|\Psi^R\rangle&=\tfrac12\sum_{pqrs}\widetilde{\langle pr|g|qs\rangle}\;\tilde c^{L\,T}(E_{pq}E_{rs}-\delta_{qr}E_{ps})\tilde c^R .\label{two}
\end{align}
Here $E_{pq}$ is a matrix of $0,\pm1$ entries summed over spin on occupation strings. The integrals $\tilde o_{pq}$ are not symmetric, and the two sets need not span the same space.

\section{Choosing the new orbitals}

Write $\phi=\tilde\phi\,T$ for each set, that is $\phi_k=\sum_j\tilde\phi_jT_{jk}$. Then $S=(T^L)^T\tilde S\,T^R$, and $\tilde S=1$ is equivalent to
\begin{equation}
S=(T^L)^T\,T^R,\qquad \tilde o=\big((T^{L})^{T}\big)^{-1}o\,(T^R)^{-1}.
\end{equation}
There are many solutions. The choice $T^L=1$, $T^R=S$ is one, but it spreads each right-hand orbital over all new orbitals, so strings with core holes appear even when the original core was doubly occupied, and a restricted CI vector in general spreads over the full CI space. Requiring both $T$ to be upper triangular lets $\phi_k$ contain only $\tilde\phi_j$ with $j\le k$. Then $(T^L)^T$ is lower triangular, and the condition is the decomposition without pivoting
\begin{equation}
S=LU,\qquad T^L=L^T,\qquad T^R=U,
\end{equation}
or equivalently $S^{-1}=U^{-1}L^{-1}$, upper times lower.

Existence needs more than $\det S\neq0$. By triangularity the leading $k\times k$ blocks obey $S_{[k]}=L_{[k]}U_{[k]}$, so the leading minor is $\Delta_k=\prod_{j\le k}L_{jj}U_{jj}$, which is nonzero when both $T$ are invertible. This is condition (a): $\Delta_k\ne0$ for all $k$. With $L_{jj}=1$,
\begin{equation}
U_{kk}=\Delta_k/\Delta_{k-1},\qquad\Delta_0=1 .
\end{equation}
Conversely, Gaussian elimination subtracts multiples of earlier rows from later rows, which leaves every $\Delta_k$ unchanged, so its $k$th pivot is $\Delta_k/\Delta_{k-1}$ and elimination runs to the end when (a) holds. The matrix with rows $(0,1)$ and $(1,0)$ is invertible and violates (a). Exchanging the two right-hand orbitals cures it, provided the exchange respects the closure condition of Section \ref{clo}. A small pivot is allowed but amplifies rounding error through $T^{-1}$. Orbitals of different symmetry do not overlap, so (a) applies to each symmetry block. The remaining freedom is a diagonal matrix, $T^L\to DT^L$, $T^R\to D^{-1}T^R$, since $(DT^L)^TD^{-1}T^R=(T^L)^TT^R$.

If a symmetry block has $n_L\ne n_R$ orbitals, eliminate for $m=\min(n_L,n_R)$ steps. After that no rows or no columns remain. Complete $L$ to $n_L\times n_L$ and $U$ to $n_R\times n_R$ with columns and rows of the unit matrix, so that $S=LPU$ with $P$ the rectangular identity, and $\tilde S=P$. A surplus orbital is orthogonal to the whole other set. The polynomial argument still applies: it is the orthonormal case in which one of the two vectors never occupies that orbital. Equation (\ref{li}) is an example, with $n_L=2$, $n_R=1$, $L_{21}=S_{21}/S_{11}$ and $U=S_{11}$.

\section{Rewriting the CI vector}

From $\phi=\tilde\phi T$ follows $a^\dagger_{k\sigma}=\sum_j\tilde a^\dagger_{j\sigma}T_{jk}$. Define $\Gamma(T)$ on strings as the substitution $a^\dagger_k\to\sum_ja^\dagger_jT_{jk}$ in every factor. The unchanged state $\Psi=\sum c_I\Phi_I(\phi)=\sum\tilde c_I\Phi_I(\tilde\phi)$ then has $\tilde c=\Gamma(T)c$. Only the anticommutation of creation operators among themselves is used to reorder strings, and this holds for nonorthogonal orbitals. Substituting with $B$ and then with $A$ sends $a^\dagger_k\to\sum_{ij}a^\dagger_iA_{ij}B_{jk}$, so $\Gamma(A)\Gamma(B)=\Gamma(AB)$.

Let $T^{(k)}$ be the unit matrix with column $k$ replaced by column $k$ of $T$. Apply $T^{(n)}\cdots T^{(1)}$ to the unit vector $e_k$. Factors with index below $k$ leave $e_k$ alone, $T^{(k)}$ turns it into column $k$ of $T$, which has entries only in rows $j\le k$, and factors with index above $k$ leave those rows' unit vectors alone. Therefore
\begin{equation}
T=T^{(n)}\cdots T^{(2)}T^{(1)},\qquad \tilde c=\Gamma(T^{(n)})\cdots\Gamma(T^{(1)})\,c .
\end{equation}
Each factor splits into a scaling of orbital $k$ followed by a shear, $T^{(k)}=(1+s_k)\,\mathrm{diag}(1,\dots,T_{kk},\dots,1)$ with $s_k=\sum_{j<k}t_{jk}e_je_k^T$ and $t_{jk}=T_{jk}/T_{kk}$; acting on $e_k$ the product gives $T_{kk}e_k+\sum_{j<k}T_{jk}e_j$, as required. The scaling multiplies a string by $T_{kk}^{N_k}$, where $N_k$ is its occupation of orbital $k$. For the shear put $\hat s_k=\sum_{j<k}t_{jk}E_{jk}$. From $[E_{jk},a^\dagger_{m\sigma}]=\delta_{km}a^\dagger_{j\sigma}$,
\begin{equation}
[\hat s_k,a^\dagger_{m\sigma}]=\delta_{km}\sum_{j<k}t_{jk}a^\dagger_{j\sigma},\qquad[\hat s_k,[\hat s_k,a^\dagger_{m\sigma}]]=0 ,
\end{equation}
the second because $j\neq k$. So $e^{\hat s_k}a^\dagger_{m\sigma}e^{-\hat s_k}$ is exactly the sheared operator. Inserting $e^{-\hat s_k}e^{\hat s_k}$ between the factors of a string and using $e^{\hat s_k}|0\rangle=|0\rangle$ gives $\Gamma(1+s_k)=e^{\hat s_k}$. Each $\hat s_k$ lowers $N_k$ by one and $N_k\le2$, so $\hat s_k^3=0$ and
\begin{equation}
\tilde c=\prod_{k=n}^{1}\Big[\big(1+\hat s_k+\tfrac12\hat s_k^2\big)T_{kk}^{N_k}\Big]c ,\qquad k=1\ \text{acting first}.
\label{counter}
\end{equation}
In the limit $S=1$ both $T$ are unit matrices and $\tilde c=c$. For the case (\ref{li}), $\hat s$ on the left would move the $2s_\alpha$ electron into the full $1s$ orbital and vanishes, so $\tilde c^L=1$, while $\tilde c^R=S_{11}^2$; Eq.~(\ref{one}) then returns (\ref{li}).

The test uses two $\alpha$ electrons and one $\beta$ electron on two random four-orbital sets in a six-dimensional space, with the states built as explicit three-index tensors. The program asserts biorthonormality, the pivot formula, $\hat s_k^3c=0$, equality of the tensors rebuilt from $(\tilde\phi,\tilde c)$ and from $(\phi,c)$, invariance under $D$, and agreement of (\ref{cof}), (\ref{one}) and (\ref{two}) with operators applied to the tensors. The one-electron element is $-0.413155$ by both roads and $-0.211705$ when $S$ is treated as the unit matrix; the two-electron element is $0.489418$ by both roads. (The middle term in the program's two-electron line is contracted with a zero vector and adds nothing.)

\section{Subshells and closure}\label{clo}

In a spherical atom the overlap between subshells of one $l$ is diagonal in $m$ and independent of it, and so is $T$. The $2l+1$ shears belonging to subshell $k$ commute, because $[E_{ab},E_{cd}]=\delta_{bc}E_{ad}-\delta_{ad}E_{cb}$ vanishes when $b,d$ lie in subshell $k$ and $a,c$ in lower ones. They combine into $\exp\hat s_k$ with $\hat s_k=\sum_{j<k}t_{jk}\sum_mE_{jm,km}$, and the scaling becomes $T_{kk}$ raised to the subshell occupation. The series ends at the power $4l+2$, the largest occupation. The same commutator shows that $[\sum A_{ab}E_{ab},\sum B_{cd}E_{cd}]$ is the one-electron operator of the matrix $[A,B]$. The matrix of $\hat s_k$ is the identity in $m$ and the matrix of $\hat{\mathbf L}$ is the identity in the subshell label, so they commute. Each $E_{pq}$ is summed over spin and commutes with $\hat{\mathbf S}$. The transformation therefore conserves $L$, $S$ and parity and can act on configuration state functions. For $3p\to2p$ with six electrons the program asserts $\hat s^6\ne0$, $\hat s^7=0$ on $3p^6$, equality of the series with the orbital-by-orbital product on a random vector, and commutation with the three rotation generators.

Equation (\ref{counter}) contains only scalings and de-excitations $E_{jk}$, $j<k$. It stays inside the CI space under condition (b): the space is closed under these de-excitations, in the same orbital order for both states. A complete active space with the core listed first is closed, because an electron cannot move into a full core orbital and any move among active orbitals is allowed. A restricted active space in the order RAS1, RAS2, RAS3 is closed, because a de-excitation never adds a RAS1 hole or a RAS3 electron. Reordering one set within such a subspace keeps (b), and this is the pivoting available for (a). For a core orbital $k$, all $j<k$ are full, $\hat s_k$ gives zero, and only $T_{kk}^2$ remains. The two states together collect $\prod_k(L_{kk}U_{kk})^2=(\det S_{\rm core})^2$ as the explicit core scale factor.

The biorthonormal transformation has been shown to make the Slater--Condon rules exact for nonorthogonal orbital sets, and to keep the CI vectors within their space, when conditions (a) and (b) hold. It remains to find how large the factors dropped by the naive evaluation are, first in closed form for a core hole and then in numbers for Ne$^+$ K$\alpha$ and Be $^1S\to{}^1P$.

All numerical values are calculated from the stated model.
